Acoustic-Phonon Mobility in a Kane Band, from Cold to Hot

Electrons occupy one isotropic valley of a narrow-gap semiconductor. Their energy E, measured from the band edge, obeys the Kane relation

γ(E) = E(1 + E/Eg) = ħ²k²/2m,

where Eg is the gap and m the band-edge mass, both independent of temperature T. The electrons follow Boltzmann statistics, f₀ ∝ exp(−E/kT). In kT the letter k is Boltzmann's constant; elsewhere it is the wave number.

Long-wavelength acoustic phonons scatter the electrons through a potential energy D∇·u, where u is the lattice displacement and D a constant deformation potential. Each mode has frequency ω = sq and thermal energy kT (equipartition). The crystal has density ρ, volume V and elastic constant c = ρs². Overlap factors between Bloch functions are set to one. A prime on γ means d/dE, and x = E/Eg, t = kT/Eg.

**(a) Find the squared velocity and the density of states per spin.**

Differentiate the band relation with respect to k:

γ′ dE/dk = ħ²k/m.

The velocity is v = (1/ħ)dE/dk = ħk/(mγ′). Squaring it and using ħ²k² = 2mγ gives

v² = 2γ/(mγ′²).

Per unit volume and spin there are k²dk/(2π²) states in dk. From k = (2mγ)^(1/2)/ħ,

dk/dE = (2m)^(1/2) γ′/(2ħγ^(1/2)).

Multiplying by k²/(2π²) = 2mγ/(2π²ħ²),

g(E) = (2m)^(3/2) γ^(1/2) γ′/(4π²ħ³).

Near the edge γ ≈ E and γ′ ≈ 1, so v² = 2E/m and g ∝ E^(1/2). For E ≫ Eg, γ ≈ E²/Eg and γ′ ≈ 2E/Eg. Then v² tends to Eg/(2m), while g grows as E². The band has become linear in k.

**(b) Find the relaxation time, and express the mobility through it.**

The displacement amplitude of one phonon mode is [ħ/(2ρVω)]^(1/2), and the divergence supplies a factor q. Let N be the mean number of phonons in the mode. The squared matrix elements for absorption, proportional to N, and emission, proportional to N + 1, therefore add to

D²q² ħ/(2ρVω) × (2N + 1) = D²ħq/(2ρVs) × (2N + 1).

In equipartition 2N + 1 ≈ 2kT/(ħsq), so q cancels and the sum is D²kT/(cV). The phonon energy is small compared with the electron energy, so it is dropped from energy conservation. The spin is conserved, and the sum over final states gives Vg(E). The golden rule yields

1/τ = (2π/ħ)(D²kT/c) g(E).

Since the matrix element does not depend on angle, every final state on the energy surface is equally likely. In a field F along z, write f = f₀ + f₁, with f₁ odd in k. Scattering into a state involves the sum of f₁ over the energy surface, which vanishes; scattering out gives −f₁/τ. Thus τ is also the momentum relaxation time.

The force is −eF, with e > 0, and ∂f₀/∂k_z = ħv_z df₀/dE. The steady Boltzmann equation to first order in F is

−eF v_z df₀/dE = −f₁/τ, so f₁ = eFτv_z df₀/dE.

For Boltzmann statistics df₀/dE = −f₀/kT. The mean velocity is

⟨v_z⟩ = Σv_z f₁/Σf₀ = −(eF/kT)⟨v_z²τ⟩.

The minus sign says that electrons drift against the field. Isotropy gives ⟨v_z²τ⟩ = ⟨v²τ⟩/3, hence

μ = (e/3kT)⟨v²τ⟩.

**(c) Reduce the mobility to two integrals, and recover the parabolic law.**

Written over energy, the average is

⟨v²τ⟩ = ∫v²τg e^(−E/kT)dE / ∫g e^(−E/kT)dE.

In the numerator, τg = ħc/(2πD²kT) does not depend on energy: a larger density of states shortens the lifetime in the same proportion. With γ = Eg x(1+x) and γ′ = 1+2x, define

N = ∫₀^∞ x(1+x)(1+2x)⁻² e^(−x/t) dx,
A = ∫₀^∞ [x(1+x)]^(1/2)(1+2x) e^(−x/t) dx.

From here N denotes this integral. The numerator is [ħc/(2πD²kT)](2Eg²/m)N, and the denominator is [(2mEg)^(3/2)/(4π²ħ³)]A. Therefore

μ = √2 π e ħ⁴ c Eg^(1/2) N / [3m^(5/2)D²(kT)²A].

For t → 0 only small x contributes. Then N → ∫x e^(−x/t)dx = t² and A → ∫x^(1/2)e^(−x/t)dx = (√π/2)t^(3/2). Substitution gives the parabolic mobility

μ_par = 2√(2π) e ħ⁴ c / [3m^(5/2)D²(kT)^(3/2)] ∝ T^(−3/2).

Dividing the general result by this one,

μ/μ_par = (√π/2) t^(−1/2) N/A.

**(d) Evaluate the two integrals in closed form.**

Set z = 1/(2t) and w = 1+2x. Then dx = dw/2, x/t = z(w−1) and x(1+x) = (w²−1)/4. The first integral becomes

N = (1/8)e^z ∫₁^∞ (1 − w⁻²)e^(−zw)dw.

The first term integrates to e^(−z)/z. Integration by parts turns the second into

∫₁^∞ w⁻²e^(−zw)dw = e^(−z) − zE₁(z), with E₁(z) = ∫₁^∞ w⁻¹e^(−zw)dw.

Hence N = (1/8)[1/z − 1 + z e^z E₁(z)].

For the other integral,

A = (1/4)e^z ∫₁^∞ w(w²−1)^(1/2)e^(−zw)dw.

Since w(w²−1)^(1/2) is the derivative of (w²−1)^(3/2)/3, integration by parts gives

A = (z/12)e^z ∫₁^∞ (w²−1)^(3/2)e^(−zw)dw.

The modified Bessel function has the integral representation K₂(z) = (z²/3)∫₁^∞(w²−1)^(3/2)e^(−zw)dw. Thus A = e^zK₂(z)/(4z). With t^(−1/2) = (2z)^(1/2),

μ/μ_par = [√(2π)/4] z^(3/2) [1/z − 1 + z e^z E₁(z)] / [e^z K₂(z)].

**(e) Show that p = −d ln μ/d ln T increases steadily, and find its limits.**

At fixed gap and mass, μ ∝ N/(t²A). So

p = 2 + d ln A/d ln t − d ln N/d ln t.

Let a(x) be the factor multiplying e^(−x/t) in either integral, and let s = d ln a/d ln x. Differentiating the exponential brings down x/t. Integrating by parts then gives

∫(x/t)a e^(−x/t)dx = ∫(xa)′e^(−x/t)dx = ∫(1+s)a e^(−x/t)dx,

where this prime means d/dx and the boundary terms vanish. Each logarithmic derivative is therefore 1 + ⟨s⟩, averaged with its own weight a e^(−x/t). The ones cancel:

p = 2 + ⟨s_A⟩ − ⟨s_N⟩.

Direct differentiation gives

s_A = (1+2x)/[2(1+x)] + 2x/(1+2x) = 2 − 1/[2(1+x)] − 1/(1+2x),
s_N = (1+2x)/(1+x) − 4x/(1+2x) = 1/[(1+x)(1+2x)].

Thus s_A rises from 1/2 to 2, and s_N falls from 1 to 0. To see what this does to their averages, put y = x/t. Either logarithmic derivative is then

⟨y⟩ = ∫y a(ty)e^(−y)dy / ∫a(ty)e^(−y)dy = 1 + ⟨s⟩.

Since d a(ty)/d ln t = s(ty)a(ty), the quotient rule gives

d⟨y⟩/d ln t = ⟨ys⟩ − ⟨y⟩⟨s⟩.

This covariance equals half the average of (y₁−y₂)(s₁−s₂) over two independent draws. It is positive for the increasing function s_A and negative for the decreasing function s_N. Both changes raise p, so p increases strictly with temperature.

When t → 0 the weights collect at x → 0, and p → 2 + 1/2 − 1 = 3/2. When t → ∞ they move to x → ∞, and p → 2 + 2 − 0 = 4. The mobility steepens from T^(−3/2) toward T^(−4).

The limiting powers can be read from μ = (e/3kT)⟨v²τ⟩. Near the edge v² scales as T and τ as T⁻¹E^(−1/2), or T^(−3/2), so μ ∝ T⁻¹·T·T^(−3/2). Far above the edge v² is constant and τ scales as T⁻¹E⁻², or T⁻³, so μ ∝ T⁻¹·T⁻³. Of the total increase 5/2 in p, velocity saturation supplies 1 and the faster growth of the density of states supplies 3/2.

**(f) How are the limits approached?**

For small x, a_N = x − 3x² + … and a_A = x^(1/2)(1 + 5x/2 + …). Integration gives

N = t²(1 − 6t + …), A = (√π/2)t^(3/2)(1 + 15t/4 + …).

Hence μ/μ_par = 1 − 39t/4 + …, and

p = 3/2 + 39t/4 + ….

The large coefficient means that nonparabolicity matters well before kT reaches the gap.

For large t, write a_N = [1 − (1+2x)⁻²]/4. The integral of (1+2x)⁻² over all x is 1/2, so N = t/4 − 1/8 + …. At large x, a_A = 2x² + 2x + …, so A = 4t³ + 2t² + …. Their ratio is

N/A = (1/16t²)(1 − 1/t + …).

It follows that

μ/μ_par = (√π/32)t^(−5/2)(1 − 1/t + …), p = 4 − 1/t + ….

The exponent 4 is thus an asymptote, not the value at kT = Eg. Evaluating the averages in (e) by Gauss–Legendre quadrature, and the mobility ratio from (d), gives:

kT/Eg | p | μ/μ_par
0.01 | 1.59 | 0.910
0.1 | 2.13 | 0.463
1 | 3.37 | 0.0260
10 | 3.91 | 1.59×10⁻⁴
100 | 3.99 | 5.48×10⁻⁷

The exponent passes 3 at kT = 0.49Eg and 3.5 at kT = 1.36Eg.

**(g) Apply the result to rough parameters for n-type lead telluride at 200, 300 and 400 K.**

Take Eg = 0.31 eV, m = 0.10 free-electron masses per valley, D = 22 eV and c = 71 GPa. The four valleys are equivalent and scattering stays within a valley, so their number cancels from the mobility. The inputs are rough; the extra digits below are kept only so that the arithmetic can be followed. At 300 K, kT = 25.85 meV and

t = 0.02585/0.31 = 0.0834.

The parabolic formula gives μ_par = 2835 cm²/Vs. The closed form in (d) reduces this to μ = 1463 cm²/Vs, a factor 1463/2835 = 0.516. The three temperatures give:

T (K) | μ_par (cm²/Vs) | μ (cm²/Vs) | p
200 | 5207 | 3266 | 1.91
300 | 2835 | 1463 | 2.06
400 | 1841 | 796 | 2.18

Between 200 and 400 K the mean exponent is ln(3266/796)/ln 2 = 2.04. At 300 K the linear expansion would give p = 1.5 + 9.75×0.0834 = 2.31, already well above 2.06, so the closed form is needed.

With this gap, kT = Eg would require about 3600 K. Lead telluride melts at about 1200 K, where the fixed-gap formula gives p = 2.78. That is about half of the rise from 3/2 to 4, so at fixed gap the solid does not reach the T^(−4) regime. Boltzmann statistics are only marginal at that temperature. For mirror bands the intrinsic density is about 1.4×10¹⁹ cm⁻³ and the Fermi level lies at midgap, 1.5kT below the edge. Fermi statistics then lower the mobility by 9% and give p = 2.94, which leaves the conclusion unchanged. A gap and mass that grow on heating, considered in (h), raise the exponent further.

**(h) How large are some of the neglected effects in this example?**

Except for the anisotropic mass, which is treated analytically, and the inelastic polar values, whose method is stated there, the corrected mobilities below come from Gauss–Legendre integration over k, with the stated change made to the model and the other inputs held fixed. Scattering by ionized impurities and between valleys is not estimated.

*Statistics and phonon energy.* For 2×10¹⁷ electrons per cm³, shared among four valleys, the Fermi level at 300 K lies 3.04kT below the band edge. Fermi statistics lower the mobility by 1.3% there and by 2.3% at 200 K. If the valence band mirrors the conduction band, the intrinsic density at fixed gap is 1.1×10¹⁶ cm⁻³ at 300 K and 7.9×10¹⁶ cm⁻³ at 400 K. The widening gap and growing mass considered below lower the second value to 5.0×10¹⁶ cm⁻³, still a quarter of the doping. The mean electron energy at 300 K is 45.7 meV. With ρ = 8.2 g/cm³, the largest acoustic phonon energy at that electron energy is 1.44 meV, so the quasi-elastic treatment is good.

*Anisotropic mass.* The real valleys are elongated. Let the longitudinal mass be ten times the transverse mass, with m = (m_t²m_l)^(1/3) fixed. Scaling each k component by (m/m_i)^(1/2) makes the energy surfaces spherical and multiplies the squared velocity component by m/m_i. Averaged over the valleys, the mobility changes by

m(2/m_t + 1/m_l)/3 = 1.51,

provided τ depends on energy alone. The exponent is unchanged.

*Overlap.* Consider the two-band Hamiltonian H = (Eg/2)β + ħv∞ α·k, with v∞² = Eg/(2m) and the usual anticommuting 4×4 matrices. Its upper energy is ε = E + Eg/2, which reproduces the Kane relation. The projector on the upper states is P = (1 + H/ε)/2. For equal deformation constants in both bands, the spin-averaged overlap at scattering angle θ is

½Tr(PP′) = ½[1 + r² + (1−r²)cos θ], r = 1/(1+2x).

Momentum relaxation weights this by 1 − cos θ. Its angular average is

½(1+r²) − (1−r²)/6 = 1/3 + 2r²/3.

The rate is multiplied by this factor. At 300 K the mobility rises by a factor 1.34 and p falls to 1.86. At high temperature the factor tends to 1/3, so the mobility triples while the limiting power remains 4.

*Moving gap.* The gap of lead telluride widens on heating. Take 0.42 meV/K and let m vary in proportion to Eg. At 300 K,

d ln Eg/d ln T = 0.00042×300/0.31 = 0.406.

The factor m^(−5/2) adds 2.5×0.406 = 1.02 to the exponent. The nonparabolic part, 2.06 − 1.50 = 0.56, is multiplied by 1 − 0.406, because t now rises more slowly. The result is p = 2.85. In this example the moving mass steepens the mobility more than the nonparabolicity of a fixed band does.

*Polar optical phonons.* Take a longitudinal optical phonon energy ħω = 14 meV and high-frequency and static dielectric constants 33 and 400. The squared Fröhlich coupling is e²ħω(1/33 − 1/400)/(2ε₀q²V), where ε₀ is the vacuum permittivity. If the collision is treated as elastic, q² = 2k²(1−cos θ), and the momentum weight 1−cos θ cancels the angular dependence. The added rate is

(2π/ħ)g coth(ħω/2kT) e²ħω(1/33 − 1/400)/(4ε₀k²).

At 300 K this elastic estimate reduces the mobility to 0.33 of the acoustic value, or about 480 cm²/Vs, and lowers p to 1.43. The estimate is crude, since ħω/kT = 0.54 is not small. Solving the linearized Boltzmann equation with the phonon energy retained gives a factor 0.36, or about 530 cm²/Vs, and p = 1.61. Screening is omitted in both cases. Static Debye screening by 2×10¹⁷ electrons per cm³, calculated with the high-frequency dielectric constant, would raise the factor 0.36 only to about 0.38.

The exponent falls because polar scattering alone gives a weaker temperature dependence than acoustic scattering. In a parabolic band with kT ≫ ħω its rate scales as TE^(−1/2), so μ ∝ T^(−1/2). Here nonparabolicity and the finite phonon energy raise the polar exponent to about 1.1, still well below the acoustic 2.06. The comparison shows that acoustic scattering cannot be assumed to dominate with these inputs.

Measured room-temperature electron mobilities in good lead telluride are of the order of 10³ cm²/Vs and fall faster than T^(−3/2). The acoustic result of about 1500 cm²/Vs has the right size, but that does not establish the mechanism: anisotropy would raise it by half, and polar scattering would cut it to little more than a third. A deformation potential inferred from mobility also depends on which other mechanisms were included. Nor does a measured exponent above 3/2 by itself reveal nonparabolicity, since a gap that widens on heating, and raises the mass with it, has the same effect. A gap that narrows on heating does the opposite.

**(i) Can a material with kT > Eg keep its electrons nondegenerate?**

Boltzmann statistics require the Fermi level to lie several kT below the conduction-band edge. If it lies 3kT below and kT = Eg, it is 2Eg inside the valence band. The material is then strongly p-type and the electrons are minority carriers. Scattering by the many holes, omitted here, would have to remain weak.

An intrinsic material with mirror bands has its Fermi level at midgap. At kT = Eg this is 0.5kT below the edge, where the occupation is 1/(e^0.5 + 1) = 0.38. Boltzmann statistics fail, and the Fermi mobility is 0.74 of the Boltzmann value.

The limiting power nevertheless survives in this case. In the general relaxation-time formula,

μ = (e/3)∫v²τg(−df₀/dE)dE / ∫g f₀dE.

At high temperature v² is constant, τg ∝ 1/T, and ∫(−df₀/dE)dE = f₀(0) tends to 1/2. The density in the denominator scales as T³, because g ∝ E² and the Fermi level approaches the band edge on the scale of kT. Thus μ ∝ T^(−4) again, with a different prefactor. Within acoustic scattering, a linear band thus gives T^(−4) in two cases: for nondegenerate electrons, where the position of the Fermi level cancels from μ, and for a Fermi level that tends to a fixed number of kT from the edge.
